\section*{The Hartree--Fock error for unpolarized hydrogen atoms and stretched H$_2$, part 2}

The questioner's hydrogen atom, an equal mixture of spin up and down, has exact energy $-E_h/2$ (clamped point protons, no relativity, $E_h=e^2/4\pi\epsilon_0a_0$, $a_0$ the Bohr radius). Its density matrix is $\gamma_{st}(\mathbf r,\mathbf r')=G_{st}\,\phi(\mathbf r)\phi(\mathbf r')$, with $\phi$ the $1s$ orbital, $s,t$ spin labels, $G=\tfrac12(1+\mathbf P\cdot\boldsymbol\sigma)$ and polarization $\mathbf P=0$. Let $h$ be the one-electron Hamiltonian, $(pq|rs)$ the Coulomb repulsion of $p^*q$ and $r^*s$, and $\rho(\mathbf r)=\sum_s\gamma_{ss}(\mathbf r,\mathbf r)$. Hartree--Fock as a functional of $\gamma$ is
\begin{equation}
E_{\rm HF}[\gamma]=\mathrm{tr}\,h\gamma+\frac{e^2}{8\pi\epsilon_0}\iint
\frac{\rho(\mathbf r)\rho(\mathbf r')-\sum_{st}|\gamma_{st}(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{hf}
\end{equation}
For general $\mathbf P$ it errs by $J\det G=J(1-P^2)/4$, $J=(\phi\phi|\phi\phi)=\frac58E_h$. At $\mathbf P=0$ it describes a Fock-space state with $N=0,1,2$ electrons, weights $\frac14,\frac12,\frac14$.

For a variable orbital $\varphi$ at $\mathbf P=0$, with kinetic energy $T$, $U=\langle e^2/4\pi\epsilon_0r\rangle$ and $J$ taken over $\varphi$,
\begin{equation}
E[\varphi]=T-U+J/4 .
\label{frac}
\end{equation}
The helium orbital $\chi(\mathbf r)=2^{3/2}\varphi(2\mathbf r)$ has
\begin{equation}
E_{\rm He}[\chi]=8T-8U+2J=8E[\varphi],\label{he}
\end{equation}
so the minimum is $E_{\rm frac}=E_{\rm HF}({\rm He})/8=-0.357710\,E_h$, with orbital energy $\varepsilon=-0.229489\,E_h$. Merely scaling $\phi$ by $\zeta=27/32$ gives $-0.355957\,E_h$.

In H$_2$, $a,b$ are $\phi$ on protons A, B at distance $R=xa_0$, $S=\langle a|b\rangle=e^{-x}(1+x+x^2/3)$, $g=(a+b)/\sqrt{2(1+S)}$, and $h$ holds both nuclear attractions. Further, $h_{aa}=-E_h/2-j$, and
$j=\langle a|e^2/4\pi\epsilon_0r_B|a\rangle=E_h[\frac1x-e^{-2x}(\frac1x+1)]$,
$k=\langle a|e^2/4\pi\epsilon_0r_A|b\rangle=E_he^{-x}(1+x)$,
$(aa|bb)=E_h\{\frac1x-e^{-2x}[\frac1x+\frac{11}{8}+\frac{3x}{4}+\frac{x^2}{6}]\}$;
$(aa|ab)$ and $(ab|ab)$ are at most $SE_h$. The restricted determinant, both spins in $g$, has
\begin{align}
E_{\rm RHF}={}&-E_h-\frac{2(j+k)}{1+S}+\frac{E_h}{x}\nonumber\\
&+\frac{J+(aa|bb)+4(aa|ab)+2(ab|ab)}{2(1+S)^2}.
\label{rhf}
\end{align}
At large $R$,
\begin{equation}
E_{\rm RHF}=-E_h+\frac{5}{16}E_h-\frac{e^2}{8\pi\epsilon_0R}+O(S).
\label{lim}
\end{equation}
The questioner asks why the limiting error is twice the atomic $J/4$, and why two neutral atoms attract like $1/R$.

\noindent\textit{A.} Both features come from the density matrix. For $S\to0$, each spin has
\begin{equation}
|g\rangle\langle g|=\tfrac12\big(|a\rangle\langle a|+|b\rangle\langle b|\big)+\tfrac12\big(|a\rangle\langle b|+|b\rangle\langle a|\big),
\end{equation}
and there are no spin-off-diagonal blocks. The first bracket puts $G=\frac12\cdot1$ on each atom, the $\mathbf P=0$ case, and in Eq.~(\ref{hf}) it yields $2(-E_h/2+J/4)$. The classical interatomic terms, $-2j+(aa|bb)+E_h/x$, cancel up to $e^{-2x}$ terms. The second bracket adds nothing to the density when $a$ and $b$ do not overlap, but it enters exchange. For $\mathbf r$ on A and $\mathbf r'$ on B, $|\gamma_{ss}|^2=\frac14a^2(\mathbf r)b^2(\mathbf r')$. Two spins and two orderings of $\mathbf r,\mathbf r'$ give $-\frac12\cdot2\cdot2\cdot\frac14(aa|bb)=-E_h/2x$.

The wave function says the same. The spatial part is $gg=\frac12(aa+bb+ab+ba)$, with weight $\frac14$ for both electrons on A, $\frac14$ for both on B. These are the charge fluctuations of the Fock-space state, now made real by the partner atom. The ionic terms, total weight $\frac12$, cost $J$ and gain the ion-pair attraction $-E_h/x$: $\frac12(J-E_h/x)$, as in Eq.~(\ref{lim}).

\noindent\textit{Q.} What does the correct state look like, and is its atom the one I asked about?

\noindent\textit{A.} Add $u=(a-b)/\sqrt{2(1-S)}$ and mix $gg$ with $uu$. The one-electron coupling is proportional to $\langle g|u\rangle=0$, which leaves $K=(gu|gu)$. From $gu=(a^2-b^2)/2\sqrt{1-S^2}$,
\begin{equation}
K=\frac{2J-2(aa|bb)}{4(1-S^2)}=\frac{J-(aa|bb)}{2(1-S^2)}\to\frac J2-\frac{E_h}{2x}.
\end{equation}
The element $H_{uu,uu}$ follows from Eq.~(\ref{rhf}) by $b\to-b$, which reverses $S$, $k$ and $(aa|ab)$, so both diagonal elements tend to the same value $E_0=-E_h+J/2-E_h/2x$. The lower eigenvalue of a symmetric matrix with equal diagonal $E_0$ and coupling $K>0$ is $E_0-K=-E_h$, with eigenvector $(gg-uu)/\sqrt2$. Since $uu=\frac12(aa+bb-ab-ba)$, this is $(ab+ba)/\sqrt2$, free of ionic terms. Multiplied by the singlet spin function it is $(|a_\uparrow b_\downarrow|-|a_\downarrow b_\uparrow|)/\sqrt2$. Tracing out the electron on B leaves on A an equal mixture of $a_\uparrow$ and $a_\downarrow$ with $N=1$ sharply. That is your atom, $\mathbf P=0$ and energy $-E_h/2$. Restricted Hartree--Fock has the right local $G$ and the wrong local statistics.

This state has $\gamma=\frac12(|g\rangle\langle g|+|u\rangle\langle u|)=\frac12(|a\rangle\langle a|+|b\rangle\langle b|)$ per spin, with no A--B blocks. If the account above is right, Eq.~(\ref{hf}) on this $\gamma$ must give $-E_h+5E_h/16$ with no $1/R$ tail, and the program tests that.

The exact energy lies at or below the two-configuration value by the variational principle. That it tends to $-E_h$ rests on a perturbative argument: with one electron at each proton the coupling $1/R-1/r_{1B}-1/r_{2A}+1/r_{12}$ has no monopole terms and vanishes at large $R$, while the ionic arrangement stays higher, because H$^-$ lies above $-E_h$ by positivity of the repulsion and its attraction to the proton vanishes.

\noindent\textit{Q.} Could I see the numbers at one distance?

\noindent\textit{A.} Take $R=10\,a_0$, frozen $1s$ orbitals represented by the 24 Gaussians. There $S=2.013\times10^{-3}$ and, in $E_h$, $j=(aa|bb)=0.100000$, $k=0.000501$, $(aa|ab)=0.000462$, $(ab|ab)=1.14\times10^{-6}$. Here $S$ is the closed-form value. The Gaussian values of $S$, $j$, $k$ and $(aa|bb)$ are tested against the closed forms only to $10^{-5}$, and $(aa|ab)$ and $(ab|ab)$ only against the bound $SE_h$. The sixth decimal is not reliable: the closed form gives $k=11e^{-10}=0.000499$. I therefore keep five decimals in the results. The terms of Eq.~(\ref{rhf}) are
\begin{align}
\frac{2(0.100000+0.000501)}{1.002013}&=0.20060,\nonumber\\
\frac{0.625+0.1+0.001848+0.000002}{2(1.002013)^2}&=0.36197,\nonumber
\end{align}
and $E_{\rm RHF}=(-1-0.20060+0.36197+0.1)E_h=-0.73863\,E_h$. Equation~(\ref{lim}) gives $-1+0.3125-0.05=-0.73750$. The difference, $-0.00113\,E_h$, is of the order of $SE_h$. At $4\,a_0$, where $S=0.189$, the two are $-0.8954$ and $-0.8125\,E_h$ and the limit form is of no use; at $20\,a_0$ both read $-0.712500\,E_h$.

For the mixing, $K=(0.625-0.1)/2=0.26250$ and $H_{uu,uu}=-0.73636$. The mean of the diagonal elements is $-0.73750$ and their half difference $0.00113$, so the lower root is $-0.73750-\sqrt{0.26250^2+0.00113^2}=-1.00000\,E_h$. The occupations per spin of $g$ and $u$ are $0.502$ and $0.498$. The ionic weight in symmetrically orthogonalized orbitals drops from $0.500$ to about $5\times10^{-6}$. Restricted Hartree--Fock lies $0.26137\,E_h=1.1395\times10^{-18}$ J above this state. Equation~(\ref{hf}) on its density matrix gives $-0.68750\,E_h$, equal to $-1+0.3125$, without the $-0.05$.

\noindent\textit{Q.} I have seen Hartree--Fock curves that dissociate correctly. How?

\noindent\textit{A.} By dropping the spin restriction. The determinant $|a_\uparrow b_\downarrow|$ has orthogonal spin orbitals and no exchange between opposite spins, so
\begin{equation}
E=2h_{aa}+(aa|bb)+\frac{E_h}{x}=-E_h+E_he^{-2x}\Big(\frac1x+\frac58-\frac{3x}{4}-\frac{x^2}{6}\Big),
\end{equation}
where $-2j$ contributed $+e^{-2x}(2/x+2)$. At $10\,a_0$ this is $-1.000000\,E_h$. Each atom has $|\mathbf P|=1$ and $\det G=0$. The price is the spin: for $S\to0$ the determinant is the sum of the singlet above and the triplet $(|a_\uparrow b_\downarrow|+|a_\downarrow b_\uparrow|)/\sqrt2$, with equal weights, and it shows a spin density on each atom that a singlet does not have. The energy is saved by moving to the ends of the parabola $J(1-P^2)/4$, not by flattening it.

\noindent\textit{Q.} And the self-consistent restricted molecule? Does it tend to twice the relaxed atom?

\noindent\textit{A.} Yes, with inversion symmetry kept and overlap neglected. Write $g=(\varphi_A+\varphi_B)/\sqrt2$ with densities $\rho_A,\rho_B$. Then $(gg|gg)=\frac14(J_A+J_B)+\frac12(\rho_A|\rho_B)$, and $2\langle g|h|g\rangle$ is the two atomic expectation values minus the attraction of each density to the other proton. The energy is $E[\varphi_A]+E[\varphi_B]$ of Eq.~(\ref{frac}) plus cross terms. Let $d_A,d_B$ be the displacements of the two density centroids toward the partner. From $1/|\mathbf r-R\hat{\mathbf z}|=1/R+z/R^2+\dots$, in units of $e^2/4\pi\epsilon_0$,
\begin{align}
&-\Big(\frac2R+\frac{d_A+d_B}{R^2}\Big)+\frac12\Big(\frac1R+\frac{d_A+d_B}{R^2}\Big)+\frac1R\nonumber\\
&\qquad=-\frac1{2R}-\frac{d_A+d_B}{2R^2}.
\end{align}
Each electron cloud sees a net charge $+e/2$ on the partner and feels the force $F=e^2/8\pi\epsilon_0R^2$. Under the map of Eq.~(\ref{he}), $\langle z\rangle_\varphi=2\langle z\rangle_\chi$, so
\begin{equation}
8\big(E[\varphi]-F\langle z\rangle_\varphi\big)=E_{\rm He}[\chi]-2\,(8F)\langle z\rangle_\chi .
\end{equation}
This is helium with the force $8F$ on each of two electrons. Its minimum, to second order, is $E_{\rm He}-\frac12\alpha(8F/e)^2$, with $\alpha=4\pi\epsilon_0a_0^3\bar\alpha$ the coupled Hartree--Fock polarizability. Dividing by 8 gives $-4\alpha F^2/e^2$ per atom. With $F=E_h/2a_0x^2$ and $4\pi\epsilon_0a_0/e^2=1/E_h$, $\alpha F^2/e^2=\bar\alpha E_h/4x^4$, and two atoms give
\begin{equation}
E_{\rm RHF}=\tfrac14E_{\rm HF}({\rm He})-\frac{E_h}{2x}-\frac{2\bar\alpha E_h}{x^4}+\dots
\end{equation}
The omitted multipole terms start with the induced quadrupole, second order in the $R^{-3}$ field gradient and so of order $x^{-6}$. The limit is $-0.715420\,E_h$, an error of $0.284580\,E_h=1.24070\times10^{-18}$ J relative to $-E_h$.

In a $16s4p$ basis, with the exponents multiplied by 4 for helium, a finite field gives $\bar\alpha=1.319$, a value limited by that basis (a larger $p$ set raises it to $1.322$), so the predicted coefficient in this basis is $-2.638$. The remainder $E-2E_{\rm frac}+E_h/2x$ is $-1.031\times10^{-6}E_h$ at $40\,a_0$, which times $40^4$ is $-2.64$; the unrounded coefficients are $-2.6385$ at $40\,a_0$ and $-2.6383$ at $60\,a_0$, and the program tests that both lie within 2\% of the predicted coefficient. The basis has no $d$ functions and cannot form the induced quadrupole, so the $x^{-6}$ term is absent from these numbers and the closeness of the agreement says nothing about its size. In a larger $18s6p3d$ basis the $x^{-4}$ coefficient is $-2.644$, the $x^{-6}$ coefficient is about $-18.6$, and the remainder times $40^4$ moves from $-2.6385$ to $-2.657$. At shorter distance the formula fails. At $20\,a_0$ the remainder is $-2.04\times10^{-5}E_h$ against a predicted $-2.638/20^4=-1.65\times10^{-5}$, and at $10\,a_0$ it is $-2.66\times10^{-3}E_h$, ten times the prediction. Both values depend on the basis: $18s6p3d$ gives $-2.09\times10^{-5}$ and $-2.68\times10^{-3}E_h$. The excess is mainly the neglected overlap, which matters farther out because the relaxed orbital, bound by only about $0.23\,E_h$, decays more slowly than the $1s$. A term odd in the overlap changes sign when both electrons are put in the ungerade orbital instead. In $16s4p$ that solution has remainders $-1.26\times10^{-5}E_h$ at $20\,a_0$ and $+2.27\times10^{-3}E_h$ at $10\,a_0$. The gerade--ungerade means are $-1.65\times10^{-5}E_h$, equal to the prediction, and $-1.9\times10^{-4}E_h$, against a predicted $-2.6\times10^{-4}E_h$. For your comparison with a measured curve the $1/R$ tail matters more. At $60\,a_0$ the restricted energy is $-0.723753\,E_h$, still $E_h/120=0.00833\,E_h$ below its own limit, so the fractional-spin error cannot be read off a finite bond length without adding $e^2/8\pi\epsilon_0R$ back.

\section*{Computed values}
\begin{verbatim}
a0 = 5.291772e-11 m, Eh = 4.359745e-18 J
J symbolic = 5/8 Eh, J by Fourier quadrature = 0.62500000 Eh
unrelaxed error J/4 = 5/32 = 0.156250 Eh = 6.81210e-19 J
24 s Gaussians: E(H) = -0.5000000 Eh, J = 0.625000 Eh
P = [0.0, 0.0, 0.0]: E_HF - E(H) = 0.156250 Eh
  weights of N=0,1,2: 0.250 0.500 0.250; <N(N-1)> = 0.500
P = [0.0, 0.0, 0.5]: E_HF - E(H) = 0.117187 Eh
P = [0.3, -0.4, 0.6]: E_HF - E(H) = 0.060937 Eh
P = [0.0, 0.0, 1.0]: E_HF - E(H) = 0.000000 Eh
P = [1.0, 0.0, 0.0]: E_HF - E(H) = 0.000000 Eh
scaled: zeta = 27/32 = 0.84375, E = -729/2048 = -0.355957 Eh
scaled error = 0.144043 Eh
grid: E(H) = -0.5000000 Eh
grid relaxed: E = -0.357710 Eh, eps = -0.229489 Eh, J = 0.512884 Eh
He RHF: E = -2.861680 Eh, eps = -0.917956 Eh
E(He)/8 = -0.357710 Eh, eps(He)/4 = -0.229489 Eh
relaxed error = 0.142290 Eh = 6.20348e-19 J
relaxation gain = 0.013960 Eh
frozen R = 4 a0: S = 1.893e-01, E_RHF = -0.895359 Eh, limit form = -0.812500 Eh
frozen R = 6 a0: S = 4.710e-02, E_RHF = -0.795136 Eh, limit form = -0.770833 Eh
frozen R = 10 a0: S = 2.013e-03, E_RHF = -0.738630 Eh, limit form = -0.737500 Eh
  j = 0.100000 Eh, k = 0.000501 Eh, (aa|bb) = 0.100000 Eh
  (aa|ab) = 0.000462 Eh, (ab|ab) = 1.14e-06 Eh, K = 0.262501 Eh
  H(gg,gg) = -0.738630 Eh, H(uu,uu) = -0.736364 Eh
  E_CI = -1.000001 Eh, E(a up, b down) = -1.000000 Eh
  occupations per spin g, u = 0.50216, 0.49784
  ionic weight RHF = 0.500, CI = 4.66e-06
  E_HF on CI density matrix = -0.687504 Eh; -1 + J/2 = -0.687500 Eh
  E_RHF - limit form = -0.001130 Eh, 1/(2R) = 0.050000 Eh
  E_RHF - E_CI = 0.261370 Eh = 1.13951e-18 J
frozen R = 20 a0: S = 3.181e-07, E_RHF = -0.712500 Eh, limit form = -0.712500 Eh
frozen H2 error at infinite R, J/2 = 0.312500 Eh = 1.36242e-18 J
16s4p: 2 E_frac = -0.715420 Eh, alpha_He = 1.3191 a0^3 (times 4 pi eps0)
predicted R^-4 coefficient -2 alpha_He = -2.6382 Eh a0^4
relaxed R = 10 a0: E = -0.768077 Eh, E - 2E_frac + 1/(2R) = -2.657e-03 Eh
relaxed R = 20 a0: E = -0.740440 Eh, E - 2E_frac + 1/(2R) = -2.042e-05 Eh
relaxed R = 40 a0: E = -0.727921 Eh, E - 2E_frac + 1/(2R) = -1.031e-06 Eh
  remainder times R^4 = -2.6385 Eh a0^4
relaxed R = 60 a0: E = -0.723753 Eh, E - 2E_frac + 1/(2R) = -2.036e-07 Eh
  remainder times R^4 = -2.6383 Eh a0^4
relaxed H2 limit E(He)/4 = -0.715420 Eh
relaxed H2 error at infinite R = 0.284580 Eh = 1.24070e-18 J
\end{verbatim}
